\section*{How an equilibrium crystal surface curves away from a facet}

\section*{The problem}

A crystal below the roughening temperature of one of its faces has a flat facet there. Beside the facet the surface descends by atomic steps of height $h$. Let $\rho\ge 0$ be the number of steps per length, measured in the facet plane, so that the height $z(\mathbf r)$ obeys $|\nabla z|=h\rho$. The free energy per area projected on the facet plane will be shown to have the form
\begin{equation}
f(\rho)=\gamma_0+\beta\rho+B\rho^3 ,\qquad B>0, \label{f}
\end{equation}
where $\gamma_0$ belongs to the terraces and $\beta$ is the free energy per length of an isolated step. The task is to find $B$, and then the shape that minimises the total surface free energy at fixed volume. Steps on one slope all descend the same way and cannot cross. They repel with energy $A/x^2$ per length at distance $x$, with $A\ge0$. Lengths are in nm and energies in eV.

\section*{(a) One wandering step}

\textit{Find the energy of a gently wandering step, and the operator that carries the statistical weight of $N$ steps forward along their mean direction $y$.}

\textbf{Solution.} Let a step follow $x(y)$ with small $x'=dx/dy$. Its length element is $\sqrt{1+x'^2}\,dy$ and its angle is $\theta\simeq x'$. If $\beta$ depends on direction, then to second order
\begin{equation}
\beta(\theta)\sqrt{1+x'^2}\simeq \beta+\beta' x'+\tfrac12(\beta+\beta'')x'^2 .
\end{equation}
The linear term integrates to an end contribution, which vanishes when the step returns to its starting $x$. The cost of wandering is therefore $\frac12\tilde\beta\int x'^2dy$, with stiffness $\tilde\beta=\beta+\beta''$. For isotropic steps $\tilde\beta=\beta$.

Over a short advance $\epsilon$ in $y$, a displacement $u$ has Boltzmann weight $\exp[-\tilde\beta u^2/(2kT\epsilon)]$, a Gaussian of variance $kT\epsilon/\tilde\beta$. Its normalisation is already counted in $\beta$, the free energy of an isolated step. Averaging a smooth function over this Gaussian gives
\begin{equation}
\langle\psi(x+u)\rangle\simeq\psi+\frac{kT\epsilon}{2\tilde\beta}\,\psi'' .
\end{equation}
The repulsion contributes the factor $1-\epsilon A/(kT\,x^2)$ for each pair. One advance thus multiplies the weight by $1-\epsilon H/kT$, where
\begin{equation}
H=-\frac{(kT)^2}{2\tilde\beta}\sum_i\frac{\partial^2}{\partial x_i^2}+\sum_{i<j}\frac{A}{(x_i-x_j)^2},
\end{equation}
and $\psi=0$ wherever two steps meet. After a long distance $Y$ the partition function behaves as $e^{-E_0Y/kT}$, with $E_0$ the lowest eigenvalue of $H$. Hence $E_0$ is the free energy per length that the steps gain by hindering one another.

\section*{(b) The interaction term}

\textit{Put $N$ steps on a ring of length $L$ and find $E_0$. Deduce $B$.}

\textbf{Solution.} On the ring each pair also interacts through its periodic images, and
\begin{equation}
\sum_{n=-\infty}^{\infty}\frac{1}{(x+nL)^2}=\frac{(\pi/L)^2}{\sin^2(\pi x/L)} .
\end{equation}
Both sides have the same double poles. Their difference is a periodic function without singularities that tends to zero as $\mathrm{Im}\,x\to\pm\infty$, so it is zero.

Write $\theta_{ij}=\pi(x_i-x_j)/L$ and try $\psi=\prod_{i<j}|\sin\theta_{ij}|^q$. Then
\begin{align}
\partial_i\ln\psi&=q\frac{\pi}{L}\sum_{j\ne i}\cot\theta_{ij},\\
\partial_i^2\ln\psi&=-q\frac{\pi^2}{L^2}\sum_{j\ne i}\frac1{\sin^2\theta_{ij}} .
\end{align}
We need $\psi^{-1}\partial_i^2\psi=\partial_i^2\ln\psi+(\partial_i\ln\psi)^2$, summed over $i$. Let $S=\sum_{i\ne j}1/\sin^2\theta_{ij}$. The squared cotangents sum to $S-N(N-1)$, because $\cot^2=1/\sin^2-1$.

For the cross terms take three steps and set $a=\theta_{ij}$, $b=\theta_{jk}$, $c=\theta_{ki}$, so $a+b+c=0$. From $\cot(a+b)=-\cot c$ and the addition formula,
\begin{equation}
\cot a\cot b+\cot b\cot c+\cot c\cot a=1 .
\end{equation}
Each product in the square, such as $\cot\theta_{ij}\cot\theta_{ik}=-\cot a\cot c$, carries a minus sign. The three products of a triple therefore add to $-1$. Each occurs twice and there are $N(N-1)(N-2)/6$ triples, which gives $-N(N-1)(N-2)/3$. Together with $-N(N-1)$ the constant is $-N(N^2-1)/3$, so
\begin{equation}
\sum_i\frac{\partial_i^2\psi}{\psi}=\frac{\pi^2}{L^2}\Big[q(q-1)S-\frac{q^2N(N^2-1)}{3}\Big].
\end{equation}
The repulsion adds $A(\pi/L)^2S/2$ to $H\psi/\psi$. The terms in $S$ cancel if
\begin{equation}
q(q-1)=\frac{A\tilde\beta}{(kT)^2},\qquad q=\frac12\Big[1+\sqrt{1+\frac{4A\tilde\beta}{(kT)^2}}\Big]. \label{q}
\end{equation}
The root with $q\ge1$ is the one that vanishes at contact. What remains is the eigenvalue
\begin{equation}
E_0=\frac{\pi^2q^2(kT)^2}{6\tilde\beta}\,\frac{N(N^2-1)}{L^2}.
\end{equation}
It is the lowest one. The ground state of a positive transfer weight has no sign change, $\psi$ has none either, and two such functions cannot be orthogonal.

Dividing by $L$ and letting $N,L\to\infty$ at fixed $\rho=N/L$ gives $B\rho^3$ with
\begin{equation}
B=\frac{\pi^2q^2(kT)^2}{6\tilde\beta}. \label{B}
\end{equation}
This model yields no $\rho^2$ term. Two limits show what the cubic term contains. For $A=0$, $q=1$ and $B=\pi^2(kT)^2/6\tilde\beta$, which is the entropy lost because steps may not cross. For $kT\to0$ at fixed $A>0$, $q^2(kT)^2\to A\tilde\beta$ and $B\to\pi^2A/6$. That is the energy of straight, evenly spaced steps, since $\rho\sum_{n\ge1}A\rho^2/n^2=\pi^2A\rho^3/6$.

\section*{(c) The shape of least free energy}

\textit{Consider the crystal inside a circular rim of radius $R$ where $z=0$, with fixed volume and isotropic $\beta$. Find the step density at every radius.}

\textbf{Solution.} Any part of a larger equilibrium crystal must be stable against changes confined to it, so holding the rim loses nothing. The density is assumed to vary slowly enough for $f$ to apply locally. With a multiplier $P$ for the volume, minimise
\begin{equation}
F=\int f\,dA-P\int z\,dA .
\end{equation}
$P$ is the excess free energy per volume of crystal. In the plane $\nabla\cdot(z\mathbf r)=2z+\mathbf r\cdot\nabla z$. The integral of the left side is a rim integral of $z$, which vanishes, so
\begin{equation}
-P\int z\,dA=\frac P2\int\mathbf r\cdot\nabla z\,dA .
\end{equation}
Now $F$ contains only $\nabla z$ and can be minimised separately at each point. For given $\rho$ the term $\mathbf r\cdot\nabla z$ is least, $-rh\rho$, when the gradient points inward. There remains the minimum over $\rho\ge0$ of
\begin{equation}
\phi(\rho)=\beta\rho+B\rho^3-\tfrac12Phr\rho .\label{phi}
\end{equation}
Since $\phi''=6B\rho>0$ for $\rho>0$, the minimum is unique. If $\phi'(0)=\beta-Phr/2\ge0$ it lies at $\rho=0$. Otherwise $\phi'=0$. Thus
\begin{equation}
\rho=0\ \ (r\le r_f),\qquad 3B\rho^2=\tfrac12Phr-\beta\ \ (r>r_f),\qquad r_f=\frac{2\beta}{Ph}. \label{rho}
\end{equation}
An inward gradient that depends on $r$ alone is the gradient of a real surface, so all the pointwise minima are reached together. No other height function with this rim and volume has lower free energy, whether or not it is axisymmetric. The volume fixes $P$: a larger $P$ gives a smaller facet and a steeper flank, hence more volume. A facet edge lies inside the rim if $P>2\beta/(hR)$.

\section*{(d) The profile at the facet edge}

\textit{Find how the surface falls with distance $d=r-r_f$ from the edge. Which term of $f$ sets the power?}

\textbf{Solution.} Insert $Ph/2=\beta/r_f$ into (\ref{rho}):
\begin{equation}
\rho=\sqrt{\frac{\beta\,d}{3Br_f}} .
\end{equation}
With $dz/dr=-h\rho$ and $\int_0^d\sqrt{s}\,ds=\frac23d^{3/2}$,
\begin{equation}
z_f-z=\frac{2h}{3}\sqrt{\frac{\beta}{3Br_f}}\;d^{3/2}, \label{main}
\end{equation}
where $z_f$ is the facet height. For the $f$ of (\ref{f}) this holds at all $d>0$ inside the rim. When $f$ has higher powers of $\rho$, it is the leading law as $d\to0$, provided $f-\gamma_0-\beta\rho$ stays positive for all $\rho>0$. Otherwise the density jumps at a radius smaller than $2\beta/(Ph)$, as in the last case below. The slope starts continuously from zero, while the curvature diverges as $d^{-1/2}$.

The linear term makes the facet, since a finite driving force $Phr/2$ is needed before the first step pays. The next term sets the power. If it were $C\rho^n$ with $C>0$ and $n>1$, the condition $nC\rho^{n-1}=\beta d/r_f$ would give $\rho\propto d^{1/(n-1)}$ and a drop $\propto d^{\,n/(n-1)}$. This is $3/2$ for $n=3$ and $2$ for $n=2$. A positive $\rho^2$ term added to the cubic one would therefore take over close to the edge.

A short-range attraction between non-crossing steps gives no $\rho^2$ term. A weak one leaves the leading term cubic, and a strong one binds steps into bunches. Suppose nevertheless that $f$ has a negative term $-C\rho^2$ with $C>0$. It removes the smooth edge. The minimum of $\phi$ then leaves $\rho=0$ when some $\rho>0$ satisfies both $\phi=0$ and $\phi'=0$. Dividing $\phi$ by $\rho$, these require $\beta-Phr/2-C\rho+B\rho^2=0$ and $-C+2B\rho=0$. The density jumps to $C/2B$, and the facet ends in a corner.

\section*{(e) A facet that cannot change its number of layers}

\textit{Interpret $r_f$ by adding one circular layer to the facet. What becomes of the law if layers can be neither added nor removed?}

\textbf{Solution.} A layer of radius $r$, without its repulsion from other steps, changes $F$ by
\begin{equation}
\Delta F(r)=2\pi\beta r-Ph\pi r^2 .
\end{equation}
This vanishes at $r=2\beta/(Ph)=r_f$: at equilibrium a layer covering the facet costs nothing. On the way $\Delta F$ has a maximum at $r=\beta/(Ph)=r_f/2$, the critical nucleus, with barrier $\pi\beta r_f/2$. If this is far above $kT$, the facet cannot gain layers. It loses one when the top layer shrinks through the critical radius. From radius $r$ the barrier for this is $\pi Ph\,[r-\beta/(Ph)]^2$ by the expression above, and somewhat less once the other steps relax, so it vanishes as $r\to\beta/(Ph)$. Where both barriers are far above $kT$, the facet keeps its layers and its radius $r_f$ need not equal $2\beta/(Ph)$.

The flank can still relax. Vary $z$ outside the facet, with $\delta\rho=-\delta z'/h$, and integrate by parts:
\begin{equation}
\frac{d}{dr}\big[r(\beta+3B\rho^2)\big]=Phr .
\end{equation}
A jump of $\rho$ at the edge would leave the repulsion on the innermost steps unbalanced, so $\rho(r_f)=0$. Carrying out the derivative at the edge then gives $\beta+r_f(3B\rho^2)'=Phr_f$, and near it
\begin{equation}
3B\rho^2\simeq\Big(Ph-\frac{\beta}{r_f}\Big)d .
\end{equation}
The power $3/2$ at the edge survives as long as $r_f>\beta/(Ph)$, but the amplitude changes. Integrating fully gives $3B\rho^2=(d/r)\,[Phr_f-\beta+Phd/2]$, so the edge law needs $d\ll2\,[r_f-\beta/(Ph)]$, a range that closes as $r_f\to\beta/(Ph)$. At $r_f=2\beta/(Ph)$ the bracket is $\beta/r_f$, in agreement with part (d). An amplitude measured on a crystal with frozen layers therefore does not give $B$ through (\ref{main}).

\section*{(f) A lead crystal}

\textit{Evaluate the profile beside a (111) facet of radius $1000$ nm on fcc lead at $400$ K, and find over what range it can be trusted.}

\textbf{Solution.} Lead suits the question because its small crystals can approach equilibrium shapes below melting, which is near $600$ K. The inputs are rough typical values: atomic spacing $s=0.35$ nm, $\beta=\tilde\beta=0.30$ eV/nm and $A=0.02$ eV\,nm. Of these $A$ is the least certain. The fcc geometry gives $h=s\sqrt{2/3}=0.286$ nm and an atomic volume $s^3/\sqrt2=0.0303$ nm$^3$.

With $kT=0.0345$ eV, $A\tilde\beta/(kT)^2=5.05$ and (\ref{q}) gives $q=2.80$. Then
\begin{equation}
B=\frac{\pi^2(2.80)^2(0.0345)^2}{6(0.30)}\simeq0.051\ \text{eV\,nm}.
\end{equation}
With $A=0$ it would be $0.0065$ eV\,nm, so for these inputs the elastic repulsion raises $B$ about eightfold. The multiplier is
\begin{equation}
P=\frac{2(0.30)}{(0.286)(1000)}=2.1\times10^{-3}\ \text{eV/nm}^3 ,
\end{equation}
or $0.064$ meV per atom, about $0.002\,kT$. Equation (\ref{main}) becomes
\begin{equation}
z_f-z=\frac{2(0.286)}{3}\sqrt{\frac{0.30}{3(0.0512)(1000)}}\;d^{3/2}=0.0084\,d^{3/2},
\end{equation}
with both lengths in nm.

\begin{center}
\begin{tabular}{cccc}
$d$ (nm) & $1/\rho$ (nm) & slope & drop (nm)\\
10 & 7.2 & $2.3^\circ$ & 0.27\\
20 & 5.1 & $3.2^\circ$ & 0.75\\
50 & 3.2 & $5.1^\circ$ & 3.0\\
100 & 2.3 & $7.2^\circ$ & 8.4
\end{tabular}
\end{center}

\textit{Close to the edge} the surface is a few separate steps. At $10$ nm the drop is $0.93$ of a step, so a smooth profile has little meaning at smaller $d$. To size this, replace the surface by circular steps of radii $r_i$ with energy $2\pi\beta r_i-Ph\pi r_i^2$ each. Neighbours repel with $B/(\text{gap})^2$ per length, which gives $B\rho^3$ for even spacing. The energy was minimised by Newton's method over the radii and then over the number of steps, with the last step held at $1300$ nm. That rim is steeper than the example needs and serves to give a long row of steps. The best number is $154$, against a continuum drop of $153.2$ steps. Counting the $i$th step as a drop of $(i-\frac12)h$, the steps lie within $0.34$ of a step of (\ref{main}). A straight-line fit of the logarithms from the fifth step outward has slope $1.49$. The first step lies $6.3$ nm outside $r_f$. Because the number of steps is an integer, these figures depend on the rim. Moving it by about $1$ nm shifts the first step between $6.2$ and $7.3$ nm and the largest deviation between $0.1$ and $0.4$ of a step. Letting $A/x^2$ act between all pairs, with the rest of $B$ kept between neighbours, moves the first step out by roughly $1$ nm, depending on the rim, and shortens the first gap from $7.0$ to $6.7$ nm. These rigid circles leave out wandering. In the ground state of $H$ with the driving force taken linear in $d$, the first step lies on average about $8$ nm outside $r_f$, with a root-mean-square spread of $2$ nm.

The free energy of part (b) also requires steps long enough to meet their neighbours many times. A step wanders by the spacing $\ell$ over a length $\tilde\beta\ell^2/kT$. For the first gap, $7.0$ nm, this is about $425$ nm, against a facet circumference of $6283$ nm.

\textit{Far from the edge} steps begin to feel their finite width $w$. If each excludes a width $w$, the free length in part (b) is $L-Nw$, and $B\rho^3$ becomes $B\rho^3/(1-w\rho)^2$. This is exact for $A=0$, and for $A>0$ only if the repulsion acts on distances with the widths removed. To see its effect, let $\phi_{\min}$ be the minimum of (\ref{phi}). Because $\phi'=0$ there, $d\phi_{\min}/dr=-Ph\rho/2=(P/2)\,dz/dr$, so the drop equals $-2\phi_{\min}/P$. Without exclusion $\phi_{\min}=-2B\rho^3$. The leading correction adds $2wB\rho^4$ and lowers the drop by the fraction $w\rho$. Minimising numerically with the full expression and $w=s\sqrt3/2=0.30$ nm, the spacing of atomic rows, lowers the drop by $4\%$ at $10$ nm and $12\%$ at $100$ nm. A power law fitted to the four distances of the table then has exponent $1.46$. These figures overstate the effect if the elastic repulsion acts on the full distance. With $q=2.8$ the function $\psi$ already vanishes as $x^{2.8}$ near contact, and the chance of a gap $x$, which is $\psi^2$, as $x^{5.6}$. Diagonalising $H$ for three steps on a ring with the same hard core raises the energy by less than $0.1\%$ at the density of $d=100$ nm, and the fitted exponent stays at $1.50$. A sizeable positive term of higher power in $f$, such as $\rho^4$ or $\rho^5$, lowers the fitted exponent below $3/2$, but a hard core alone does not supply one for these inputs. The choice of the edge matters more. Placing it $2$ nm too far out turns (\ref{main}) into a fitted exponent of $1.42$ over the distances of the table, and measuring $d$ from the first step gives about $1.3$.

\textit{Anisotropy} matters too, because the two kinds of step on a (111) face differ. Take $\beta(\theta)=\beta_0(1+0.05\cos3\theta)$, with $\theta$ the direction of the step normal, $\beta_0=0.30$ eV/nm and an assumed amplitude of $5\%$. Then $\tilde\beta=\beta_0(1-0.40\cos3\theta)$ runs from $0.18$ to $0.42$ eV/nm. The pointwise minimisation still works, now over direction as well as density, since the best gradient is $(2/P)\nabla\phi_{\min}$. The rim $z=0$ must then be taken along a contour of $\phi_{\min}$, which is no longer a circle. Done numerically at fixed $P$ and $A$, it puts the edge at $1050$ nm for $\theta=0$ and $950$ nm for $\theta=60^\circ$. The drops $100$ nm beyond the local edge are $7.9$ and $8.7$ nm, against $8.4$ nm for isotropic steps. The power at the edge is unchanged, because $f$ along each of these directions keeps its linear and cubic terms.

For real lead crystals the assumption most in doubt is that the facet can exchange layers. The barrier of part (e) is $\pi(0.30)(1000)/2\simeq470$ eV, more than ten thousand times $kT$. A perfect facet of this size cannot nucleate a layer thermally, so its radius may record how the crystal was prepared. If, for instance, $r_f$ were $20\%$ larger than $2\beta/(Ph)$ at the same $P$, the bracket in part (e) would be $Ph(1-1/2.4)=0.58\,Ph$ instead of $0.50\,Ph$. The amplitude would rise by a factor $\sqrt{0.58/0.50}\simeq1.08$. Compared with (\ref{main}) at the measured radius, where $\beta/r_f=Ph/2.4=0.42\,Ph$, the factor is $\sqrt{1.4}\simeq1.18$, so a $B$ read from (\ref{main}) would be about $30\%$ too low. During vapour growth the net flux also moves the steps, and minimising a free energy does not determine the profile.

Numbers in the example were calculated in double precision.
